# How valley-splitting strain changes electron-phonon coupling in degenerate n-type silicon: test program

```python
"""Electron-phonon coupling of degenerate n-type silicon with M valleys.

Result under test:
  lambda_M = N_v(M) * [A + G + (M-2) F],   M = 6, 4, 2 occupied valleys
  A = Xi^2/(rho c^2), G = Dg^2/(rho wg^2), F = Df^2/(rho wf^2)
  lambda_2/lambda_6 = 3^(1/3) (A+G)/(A+G+4F) at fixed carrier density
N_v: density of states per valley, spin and volume; rho: mass density;
Xi, c: intravalley deformation potential and sound speed;
Dg, wg and Df, wf: deformation potentials and phonon energies of the
g-type (opposite valley) and f-type (perpendicular valley) channels.
All internal quantities are in Hartree atomic units.
Material parameters are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
V_AU = sc.physical_constants["atomic unit of velocity"][0]
BOHR_CM = BOHR * 100
KB_EV = sc.k / sc.e

# Inputs in engineering units
n_cm, temperature = 5e19, 4.0
ml, mt = 0.92, 0.19
rho_si, c_la, c_ta = 2330.0, 9.0e3, 5.3e3
xi_ev, xi_u_ev = 9.0, 9.0
dg_evcm, wg_ev = 11e8, 0.062
df_evcm, wf_ev = 3e8, 0.050
poisson, young_gpa, strain = 0.28, 130.0, 0.010
lattice_ang, valley_fraction = 5.43, 0.85
alpha_ev, eps_static = 0.5, 11.7
mobility_cm, conductivity_mass = 100.0, 0.26

# Conversion to atomic units
density = n_cm * BOHR_CM**3
rho = rho_si * BOHR**3 / sc.m_e
cl, ct = c_la / V_AU, c_ta / V_AU
xi, xi_u = xi_ev / HARTREE, xi_u_ev / HARTREE
dg, df = [d * BOHR_CM / HARTREE for d in (dg_evcm, df_evcm)]
wg, wf = wg_ev / HARTREE, wf_ev / HARTREE
k_x = 2 * np.pi / (lattice_ang * 1e-10 / BOHR)
md = (ml * mt**2) ** (1 / 3)


# ---------- derived formulas ----------
def fermi_formula(m_valleys):
    return (3 * np.pi**2 * density / m_valleys) ** (2 / 3) / (2 * md)


def dos_formula(energy):
    return md**1.5 * np.sqrt(2 * energy) / (2 * np.pi**2)


A = xi**2 / (rho * cl**2)
G = dg**2 / (rho * wg**2)
F = df**2 / (rho * wf**2)


def lambda_formula(m_valleys):
    nv = dos_formula(fermi_formula(m_valleys))
    return nv * (A + G + (m_valleys - 2) * F)


# ---------- direct evaluation from the definition ----------
def surface_mesh(energy, axis, phase=0.0, nu=8, nphi=12):
    """Points of one ellipsoid and weights dS/(|velocity| (2 pi)^3)."""
    u, wu = np.polynomial.legendre.leggauss(nu)
    phi = 2 * np.pi * (np.arange(nphi) + phase) / nphi
    u, phi = [x.ravel() for x in np.meshgrid(u, phi, indexing="ij")]
    wu = np.repeat(wu, nphi)
    at, al = np.sqrt(2 * mt * energy), np.sqrt(2 * ml * energy)
    s = np.sqrt(1 - u**2)
    k = np.array([at * s * np.cos(phi), at * s * np.sin(phi), al * u]).T
    du = np.array([-at * u / s * np.cos(phi),
                   -at * u / s * np.sin(phi), al + 0 * u]).T
    dphi = np.array([-at * s * np.sin(phi),
                     at * s * np.cos(phi), 0 * u]).T
    area = np.linalg.norm(np.cross(du, dphi), axis=1)
    speed = np.linalg.norm(k / np.array([mt, mt, ml]), axis=1)
    weight = area / speed * wu * 2 * np.pi / nphi / (2 * np.pi) ** 3
    return np.roll(k, axis + 1, axis=1), weight


def dos_direct(energy):
    return surface_mesh(energy, 2)[1].sum()


def fermi_direct(m_valleys):
    """Fill the valleys; the variable t = sqrt(energy) is smooth at 0."""
    def excess(e):
        states = quad(lambda t: 2 * t * dos_direct(t * t), 0, np.sqrt(e),
                      epsabs=0, epsrel=1e-9)[0]
        return 2 * m_valleys * states / density - 1
    return brentq(excess, 1e-5, 0.05)


VALLEYS = [(axis, sign) for axis in (2, 1, 0) for sign in (1, -1)]


def lambda_direct(m_valleys, energy, d_f):
    """Double Fermi-surface sum over explicit pairs of states."""
    occupied = VALLEYS[:m_valleys]
    total, dos_total = 0.0, 0.0
    for axis1, sign1 in occupied:
        k1, w1 = surface_mesh(energy, axis1)
        dos_total += w1.sum()
        centre1 = sign1 * np.eye(3)[axis1]
        for axis2, sign2 in occupied:
            k2, w2 = surface_mesh(energy, axis2, phase=0.5)
            overlap = centre1 @ (sign2 * np.eye(3)[axis2])
            if overlap > 0.5:
                q = np.linalg.norm(k1[:, None] - k2[None], axis=2)
                freq, deform = cl * q, xi * q
            elif overlap < -0.5:
                freq, deform = wg, dg
            else:
                freq, deform = wf, d_f
            g2 = deform**2 / (2 * rho * freq)
            total += np.sum(w1[:, None] * w2[None] * g2 / freq)
    return 2 * total / dos_total


ef, lam = {}, {}
for m in (6, 4, 2):
    ef[m] = fermi_direct(m)
    lam[m] = lambda_direct(m, ef[m], df)
    assert abs(ef[m] / fermi_formula(m) - 1) < 1e-6
    assert abs(dos_direct(ef[m]) / dos_formula(ef[m]) - 1) < 1e-8
    assert abs(lam[m] / lambda_formula(m) - 1) < 1e-6
ratio = lam[2] / lam[6]
ratio_formula = 3 ** (1 / 3) * (A + G) / (A + G + 4 * F)
assert abs(ratio / ratio_formula - 1) < 1e-6
ratio_fixed_ef = lambda_direct(2, ef[6], df) / lam[6]
assert abs(ratio_fixed_ef - (A + G) / (A + G + 4 * F)) < 1e-7

# Critical f-type deformation potential: strain then leaves lambda unchanged
df_crit = wf * np.sqrt(rho * (3 ** (1 / 3) - 1) * (A + G) / 4)
crit = lambda_direct(2, ef[2], df_crit) / lambda_direct(6, ef[6], df_crit)
assert abs(crit - 1) < 1e-6

# Zero-point matrix element of an oscillator, by diagonalization
mass_t, freq_t = 3.0, 0.7
x = np.linspace(-5, 5, 401)
h = x[1] - x[0]
ham = np.diag(1 / (mass_t * h**2) + 0.5 * mass_t * freq_t**2 * x**2)
off = np.full(x.size - 1, -1 / (2 * mass_t * h**2))
ham += np.diag(off, 1) + np.diag(off, -1)
vec = np.linalg.eigh(ham)[1]
amplitude2 = (vec[:, 1] @ (x * vec[:, 0])) ** 2
assert abs(amplitude2 * 2 * mass_t * freq_t - 1) < 2e-3

# Valley matrix: the uniform vector has the largest eigenvalue
matrix = np.full((6, 6), F)
for i in range(6):
    matrix[i, i], matrix[i, i ^ 1] = A, G
eigs = np.linalg.eigvalsh(matrix)
expected = sorted([A + G + 4 * F] + [A + G - 2 * F] * 2 + [A - G] * 3)
assert np.allclose(eigs, expected, rtol=1e-9, atol=1e-9 * G)
assert np.isclose(eigs[-1], A + G + 4 * F)


# ---------- valley filling under uniaxial stress along [001] ----------
def valley_filling(eps_zz):
    eps = np.array([-poisson * eps_zz, -poisson * eps_zz, eps_zz])
    shifts = np.repeat(xi_u * eps, 2)

    def carriers(mu):
        depth = np.maximum(mu - shifts, 0)
        return (2 * md * depth) ** 1.5 / (3 * np.pi**2)

    mu = brentq(lambda e: carriers(e).sum() / density - 1,
                shifts.min(), shifts.max() + 0.05, xtol=1e-14)
    return carriers(mu) / density


splitting = xi_u * (1 + poisson) * strain
strain_min = ef[2] / (xi_u * (1 + poisson))
assert np.count_nonzero(valley_filling(-strain) > 1e-9) == 2
assert np.count_nonzero(valley_filling(strain) > 1e-9) == 4
assert np.count_nonzero(valley_filling(-0.98 * strain_min) > 1e-9) == 6
assert np.count_nonzero(valley_filling(-1.02 * strain_min) > 1e-9) == 2


# ---------- free-carrier screening of the intravalley coupling ----------
def screened_potential(bare, own, screening):
    """bare: potentials of occupied valleys; screening = 1 - 1/epsilon."""
    return own - screening * np.mean(bare, axis=0)


# Check against the self-consistent linear response of six valleys
bare_t = np.array([1.3, -0.4, 2.2, 0.7, -1.1, 0.9])
chi_t, coulomb_t = 0.35, 1.7
response = np.eye(6) + coulomb_t * chi_t * np.ones((6, 6))
solved = np.linalg.solve(response, bare_t)
eps_t = 1 + 6 * coulomb_t * chi_t
assert np.allclose(solved, screened_potential(bare_t, bare_t, 1 - 1 / eps_t))


def intravalley(m_valleys, xi_d, screen=True):
    """LA and TA coupling of a z valley, spherical mass md, Lindhard."""
    e_f = ef[m_valleys]
    kf = np.sqrt(2 * md * e_f)
    nv = dos_formula(e_f)
    ktf2 = 4 * np.pi * 2 * m_valleys * nv / eps_static
    g, w = np.polynomial.legendre.leggauss(24)
    s, ws = (g + 1) / 2, w / 2
    lind = 0.5 + (1 - s**2) / (4 * s) * np.log((1 + s) / (1 - s))
    eps = 1 + ktf2 * lind / (2 * kf * s) ** 2
    screening = (1 - 1 / eps) * (1.0 if screen else 0.0)
    phi = 2 * np.pi * (np.arange(24) + 0.5) / 24
    c, p = [y.ravel() for y in np.meshgrid(g, phi, indexing="ij")]
    wang = np.repeat(w, 24) / 48
    sn = np.sqrt(1 - c**2)
    qhat = np.array([sn * np.cos(p), sn * np.sin(p), c])
    theta = np.array([c * np.cos(p), c * np.sin(p), -sn])
    azim = np.array([-np.sin(p), np.cos(p), 0 * p])
    axes = [0, 1, 2] if m_valleys == 6 else [2]
    result = 0.0
    for pol, speed in ((qhat, cl), (theta, ct), (azim, ct)):
        pots = xi_d * np.sum(qhat * pol, axis=0) + xi_u * qhat * pol
        own = pots[2][:, None]
        bare = pots[axes][:, :, None]
        effective = screened_potential(bare, own, screening[None])
        mean2 = np.einsum("a,s,as->", wang, 2 * s * ws, effective**2)
        result += nv * mean2 / (rho * speed**2)
    return result


screened = {}
for xi_d_ev in (1.0, -10.0):
    xi_d = xi_d_ev / HARTREE
    bare_pair = [intravalley(m, xi_d, False) for m in (6, 2)]
    assert abs(bare_pair[1] / bare_pair[0] / 3 ** (1 / 3) - 1) < 1e-6
    a6, a2 = intravalley(6, xi_d), intravalley(2, xi_d)
    l6 = a6 + dos_formula(ef[6]) * (G + 4 * F)
    l2 = a2 + dos_formula(ef[2]) * G
    unscreened6 = bare_pair[0] + dos_formula(ef[6]) * (G + 4 * F)
    unscreened2 = bare_pair[1] + dos_formula(ef[2]) * G
    assert l2 / l6 < unscreened2 / unscreened6
    screened[xi_d_ev] = (a6, a2, l6, l2, unscreened2 / unscreened6)


# ---------- finite band: mass enhancement relative to lambda ----------
def mass_factor(freq, e_f):
    """Ratio for an Einstein phonon and a square-root density of states."""
    r = freq / e_f

    def particle(t):
        return np.sqrt(1 + t) / (t + r) ** 2

    def hole(t):
        return np.sqrt(1 - t) / (t + r) ** 2

    parts = quad(particle, 0, 1, limit=200)[0]
    parts += quad(particle, 1, np.inf, limit=200)[0]
    parts += quad(hole, 0, 1, limit=200)[0]
    return r * parts / 2


assert abs(mass_factor(1e-3, 1.0) - 1) < 5e-3
gap_empty = splitting - ef[2]
assert gap_empty > 0
r_f, r_gap = wf / ef[2], gap_empty / ef[2]
virtual_f = r_f / 2 * quad(
    lambda t: 2 * t**2 / (t**2 + r_f + r_gap) ** 2, 0, np.inf)[0]
assert abs(virtual_f - np.pi * r_f / (4 * np.sqrt(r_f + r_gap))) < 1e-7
# Virtual f contribution to the mass enhancement in the two-valley state
virtual_mass = 4 * F * dos_formula(ef[2]) * virtual_f


# ---------- nonparabolic valleys, E(1 + alpha E) = k^2/(2m) ----------
def nonparabolic(m_valleys):
    gamma = ef[m_valleys] * HARTREE
    energy = brentq(lambda e: e * (1 + alpha_ev * e) - gamma, 0, gamma)
    step = 1e-5

    def count(e):
        return (e * (1 + alpha_ev * e)) ** 1.5

    slope = (count(energy + step) - count(energy - step)) / (2 * step)
    factor = slope / (1.5 * np.sqrt(gamma))
    assert abs(factor - (1 + 2 * alpha_ev * energy)) < 1e-6
    return factor


np6, np2 = nonparabolic(6), nonparabolic(2)
tau = mobility_cm * 1e-4 * conductivity_mass * sc.m_e / sc.e
broadening = sc.hbar / tau / sc.e
long_axis = {m: np.sqrt(2 * ml * ef[m]) for m in (6, 2)}
x_distance = (1 - valley_fraction) * k_x
assert long_axis[2] < x_distance
tc_log = {m: np.log10(wg_ev / KB_EV) - 1 / (lam[m] * np.log(10))
          for m in (6, 2)}

# ---------- output ----------
print(f"Density {n_cm:.1e} cm^-3; temperature {temperature:.1f} K")
print(f"Masses ml {ml:.2f}, mt {mt:.2f}, DOS mass {md:.4f} m_e")
print(f"Mass density {rho_si/1000:.2f} g/cm^3")
print(f"Sound speeds LA {c_la/1000:.1f}, TA {c_ta/1000:.1f} km/s")
print(f"Intravalley Xi {xi_ev:.1f} eV; shear Xi_u {xi_u_ev:.1f} eV")
print(f"g channel: D {dg_evcm:.2e} eV/cm, phonon {wg_ev*1e3:.0f} meV")
print(f"f channel: D {df_evcm:.2e} eV/cm, phonon {wf_ev*1e3:.0f} meV")
for m in (6, 4, 2):
    nv = dos_formula(ef[m])
    nv_eng = nv / HARTREE / BOHR_CM**3
    print(f"M={m}: Fermi energy {ef[m]*HARTREE*1e3:.2f} meV")
    print(f"M={m}: N_v {nv_eng:.4e} /(eV cm^3) per spin")
    print(f"M={m}: lambda intra {nv*A:.5f}, g {nv*G:.5f} (no unit)")
    print(f"M={m}: each open f channel {nv*F if m > 2 else 0:.5f}")
    print(f"M={m}: total lambda {lam[m]:.5f} (no unit)")
print(f"Density-of-states factor 3^(1/3) = {3**(1/3):.4f}")
print(f"4F/(A+G) {4*F/(A+G):.4f}; threshold {3**(1/3)-1:.4f}")
print(f"lambda_2/lambda_6 at fixed density {ratio:.4f}")
print(f"lambda_2/lambda_6 at fixed Fermi energy {ratio_fixed_ef:.4f}")
print(f"Critical D_f {df_crit*HARTREE/BOHR_CM:.3e} eV/cm")
print(f"Poisson ratio {poisson:.2f}; Young modulus {young_gpa:.0f} GPa")
print(f"Compression {strain*100:.2f} %, stress {young_gpa*strain:.2f} GPa")
print(f"Valley splitting {splitting*HARTREE*1e3:.1f} meV")
print(f"Least compression for two valleys {strain_min*100:.3f} %")
print(f"Static dielectric constant {eps_static:.1f}")
for value, (a6, a2, l6, l2, bare_ratio) in screened.items():
    print(f"Xi_d {value:.0f} eV: screened intra M=6 {a6:.5f}, M=2 {a2:.5f}")
    print(f"  total lambda M=6 {l6:.5f}, M=2 {l2:.5f}")
    print(f"  ratio screened {l2/l6:.4f}, unscreened {bare_ratio:.4f}")
print(f"Nonparabolicity {alpha_ev:.1f} /eV: N_v factors"
      f" M=6 {np6:.4f}, M=2 {np2:.4f}")
print(f"Nonparabolic correction to the ratio {np2/np6:.4f}")
for m in (6, 2):
    e_ev = ef[m] * HARTREE
    print(f"M={m}: kT/E_F at {temperature:.0f} K"
          f" {KB_EV*temperature/e_ev:.4f}, at 300 K {KB_EV*300/e_ev:.3f}")
    print(f"M={m}: g phonon energy/E_F {wg/ef[m]:.3f}")
    print(f"M={m}: g mass enhancement/lambda_g {mass_factor(wg, ef[m]):.3f}")
    print(f"M={m}: long semi-axis {long_axis[m]/(BOHR*1e9):.3f} nm^-1")
print(f"Valley-to-X distance {x_distance/(BOHR*1e9):.3f} nm^-1")
print(f"Empty valleys above E_F by {gap_empty*HARTREE*1e3:.1f} meV")
print(f"M=2: virtual f mass enhancement {virtual_mass:.5f} (no unit)")
print(f"Mobility {mobility_cm:.0f} cm2/Vs, mass {conductivity_mass:.2f} m_e:"
      f" broadening {broadening*1e3:.1f} meV")
print(f"log10(Tc/K), no repulsion: M=6 {tc_log[6]:.1f}, M=2 {tc_log[2]:.1f}")
print("all tests passed")
```

Printed output:

```
Density 5.0e+19 cm^-3; temperature 4.0 K
Masses ml 0.92, mt 0.19, DOS mass 0.3214 m_e
Mass density 2.33 g/cm^3
Sound speeds LA 9.0, TA 5.3 km/s
Intravalley Xi 9.0 eV; shear Xi_u 9.0 eV
g channel: D 1.10e+09 eV/cm, phonon 62 meV
f channel: D 3.00e+08 eV/cm, phonon 50 meV
M=6: Fermi energy 46.63 meV
M=6: N_v 1.3404e+20 /(eV cm^3) per spin
M=6: lambda intra 0.00922, g 0.01257 (no unit)
M=6: each open f channel 0.00144
M=6: total lambda 0.02754 (no unit)
M=4: Fermi energy 61.10 meV
M=4: N_v 1.5344e+20 /(eV cm^3) per spin
M=4: lambda intra 0.01055, g 0.01439 (no unit)
M=4: each open f channel 0.00165
M=4: total lambda 0.02823 (no unit)
M=2: Fermi energy 96.99 meV
M=2: N_v 1.9332e+20 /(eV cm^3) per spin
M=2: lambda intra 0.01329, g 0.01813 (no unit)
M=2: each open f channel 0.00000
M=2: total lambda 0.03142 (no unit)
Density-of-states factor 3^(1/3) = 1.4422
4F/(A+G) 0.2639; threshold 0.4422
lambda_2/lambda_6 at fixed density 1.1411
lambda_2/lambda_6 at fixed Fermi energy 0.7912
Critical D_f 3.883e+08 eV/cm
Poisson ratio 0.28; Young modulus 130 GPa
Compression 1.00 %, stress 1.30 GPa
Valley splitting 115.2 meV
Least compression for two valleys 0.842 %
Static dielectric constant 11.7
Xi_d 1 eV: screened intra M=6 0.00455, M=2 0.00331
  total lambda M=6 0.02287, M=2 0.02144
  ratio screened 0.9374, unscreened 1.1038
Xi_d -10 eV: screened intra M=6 0.00493, M=2 0.00532
  total lambda M=6 0.02325, M=2 0.02344
  ratio screened 1.0085, unscreened 1.1488
Nonparabolicity 0.5 /eV: N_v factors M=6 1.0456, M=2 1.0927
Nonparabolic correction to the ratio 1.0451
M=6: kT/E_F at 4 K 0.0074, at 300 K 0.554
M=6: g phonon energy/E_F 1.330
M=6: g mass enhancement/lambda_g 1.262
M=6: long semi-axis 1.061 nm^-1
M=2: kT/E_F at 4 K 0.0036, at 300 K 0.267
M=2: g phonon energy/E_F 0.639
M=2: g mass enhancement/lambda_g 1.108
M=2: long semi-axis 1.530 nm^-1
Valley-to-X distance 1.736 nm^-1
Empty valleys above E_F by 18.2 meV
M=2: virtual f mass enhancement 0.00400 (no unit)
Mobility 100 cm2/Vs, mass 0.26 m_e: broadening 44.5 meV
log10(Tc/K), no repulsion: M=6 -12.9, M=2 -11.0
all tests passed
```
